# Dispersion forces as the pull of each atom's own electrons

## What goes wrong

Suppose the force between two distant neutral atoms is calculated by electrostatics from their undisturbed, spherical electron clouds. Neither atom has an outside field, and the force is zero. If $-C_6/R^6$ is then added to the energy while the density stays as it was, the energy gradient contains the attraction, but the electrostatic force computed from the density does not. The two ways of finding one force disagree because a density change is missing.

A second error is to supply static dipoles and let them attract each other. The dipoles induced by dispersion do vary as $R^{-7}$, but their mutual energy varies as $R^{-7}R^{-7}R^{-3}=R^{-17}$ and is repulsive for two like atoms. Each nucleus is instead pulled by the distorted cloud of its own atom.

## The force to be explained

Atomic units are used. Nucleus A is clamped at $Z_A$ and nucleus B at $Z_B=Z_A+R$ on the $z$ axis. Each atom has one electron and a spherical ground state. Electron positions $\mathbf r_1$ and $\mathbf r_2$ are measured from their own nuclei. Overlap and retardation are neglected, so $E=-C_6/R^6$ at leading order, apart from a constant.

For a normalized eigenstate, differentiating $E=\langle\psi|H|\psi\rangle$ gives $\langle\partial H\rangle+E\,\partial\langle\psi|\psi\rangle$, and the last term vanishes. This is the Hellmann-Feynman theorem. Moving A by $dZ_A$ changes $R$ by $-dZ_A$, so

$$F_A=-\frac{dE}{dZ_A}=\frac{dE}{dR}=\frac{6C_6}{R^7}.$$

The positive sign means towards B. With the electrons fixed in space, the attraction $-1/r_1$ contributes $+z_1/r_1^3$ to the force operator, which is the pull of electron 1 on its nucleus. The rest is the direct field of atom B:

$$F_A=\left\langle\frac{z_1}{r_1^3}\right\rangle+F_{\rm direct}.$$

## Which density change is odd

The interaction of the two atoms is

$$V=\frac1R-\frac1{|R\hat z+\mathbf r_2|}-\frac1{|R\hat z-\mathbf r_1|}+\frac1{|R\hat z+\mathbf r_2-\mathbf r_1|}.$$

Each inverse distance is expanded with

$$\frac1{|R\hat z+\mathbf u|}=\frac1R-\frac{u_z}{R^2}+\frac{3u_z^2-u^2}{2R^3}-\frac{5u_z^3-3u_zu^2}{2R^4}+\cdots$$

Terms containing only one electron's coordinates cancel. For the last distance $\mathbf u=\mathbf r_2-\mathbf r_1$, and the cross terms in $u_z^2$ and $u^2$ are $-2z_1z_2$ and $-2\mathbf r_1\cdot\mathbf r_2$. Hence $V=W_3/R^3+W_4/R^4+\cdots$ with

$$W_3=x_1x_2+y_1y_2-2z_1z_2=\sum_i c_i r_{1i}r_{2i},\qquad c=(1,1,-2).$$

For the cubic term, write $5u_z^3-3u_zu^2=2u_z^3-3u_z(u_x^2+u_y^2)$. The part quadratic in $\mathbf r_1$ and linear in $\mathbf r_2$ is

$$-\tfrac12\left[6z_1^2z_2-3(x_1^2+y_1^2)z_2-6z_1(x_1x_2+y_1y_2)\right]=\sum_iQ_i(\mathbf r_1)r_{2i},$$

$$Q=\left(3xz,\;3yz,\;\tfrac32(x^2+y^2-2z^2)\right).$$

Exchanging the electrons reverses $\mathbf u$, and a cubic term changes sign. Therefore

$$W_4=\sum_i\left[Q_i(\mathbf r_1)r_{2i}-Q_i(\mathbf r_2)r_{1i}\right].$$

Write $\psi=\psi_0+\psi_3/R^3+\psi_4/R^4+\cdots$, let $H_0$ be the Hamiltonian of the separate atoms and $E_0$ its ground energy. Spherical symmetry makes the first-order energies vanish, so

$$(H_0-E_0)\psi_n=-W_n\psi_0,\qquad n=3,4.$$

At second order in $W_3$, the energy coefficient is $\langle\psi_0|W_3|\psi_3\rangle=-C_6$.

Now take an operator $O$ that acts on atom A and is odd under inversion through its nucleus, such as $z_1$ or $z_1/r_1^3$. Terms of first order in $V$ give nothing, because they leave B excited while $O$ cannot return it to its ground state. At order $R^{-6}$, $W_3$ acts twice. Together with $O$ this makes three odd factors on A, and the mean value is zero. The $R^{-6}$ change in A's own density therefore cannot pull its nucleus to either side.

The first odd change combines $W_3$ with the part of $W_4$ that contains $Q_i(\mathbf r_1)r_{2i}$:

$$\langle O\rangle=\frac{2\langle\psi_3|O|\psi_4\rangle+2\langle\psi_0|O|\psi_7\rangle}{R^7}.$$

The needed part of $\psi_7$ obeys $(H_0-E_0)\psi_7=-W_3\psi_4-W_4\psi_3$. Its energy term is absent because parity forbids a mixed $W_3W_4$ energy. For $O=z_1$ this defines the electron shift $\langle z_1\rangle=M/R^7$.

## Why the nucleus feels the full force

In a stationary state $\langle[\partial/\partial z_1,H]\rangle=0$. The commutator is the derivative of the potential energy, $z_1/r_1^3+\partial V/\partial z_1$, and so

$$\left\langle\frac{z_1}{r_1^3}\right\rangle=-\left\langle\frac{\partial V}{\partial z_1}\right\rangle.$$

The right side is B's mean pull on electron 1. It equals the electron's mean pull on nucleus A, because the total mean force on the electron is zero.

To evaluate it, note that $\partial Q/\partial z=(3x,3y,-6z)$, whose components are $3c_ir_i$. Thus

$$\frac{\partial W_4}{\partial z_1}=3W_3-Q_z(\mathbf r_2).$$

The last term acts on B alone and has no matrix element between $\psi_0$ and $\psi_3$, in which A is excited. The derivative of $W_3$ is $-2z_2$. Its mean is of order $R^{-7}$, so with the prefactor $R^{-3}$ it first matters at $R^{-10}$. Higher multipole terms would need a wavefunction change of lower order than $R^{-3}$, and there is none except $\psi_0$ itself, for which B has no mean outside field. What remains is

$$\left\langle\frac{z_1}{r_1^3}\right\rangle=-\frac{3\cdot2\langle\psi_0|W_3|\psi_3\rangle}{R^7}=\frac{6C_6}{R^7}.$$

This is the mechanism. The fluctuating dipoles of the two atoms are correlated, and each is drawn along the gradient of the other's field. The pull acts on the electrons. Their cloud distorts until the nucleus holds them back, and the reaction pulls the nucleus towards the partner.

The direct field of B is smaller. Expanding $1/R-1/|R\hat z+\mathbf r_2|$ gives $z_2/R^2-q_2/R^3$, where $q_2=(3z_2^2-r_2^2)/2$. Its derivative with respect to $R$ is $-2z_2/R^3+3q_2/R^4$. For a like atom $\langle z_2\rangle=-M/R^7$, and with $\langle q_2\rangle=q/R^6$ one finds

$$F_{\rm direct}=\frac{2M+3q}{R^{10}}.$$

With several electrons, $z_1/r_1^3$ becomes $Z\sum_a z_a/r_a^3$, where $Z$ is the nuclear charge of A, and the derivative is summed over A's electrons. Repulsions within A drop out of that sum because they act in opposite pairs. The leading force is unchanged.

## What the theorem says about the dipole

Let $P(r)$ be the mean of $\cos\theta_1$ per unit radius, counting electron 1 at radius $r$. Then

$$\left\langle\frac{z_1}{r_1^3}\right\rangle=\int_0^\infty\frac{P(r)}{r^2}\,dr,\qquad\langle z_1\rangle=\int_0^\infty rP(r)\,dr.$$

The theorem fixes the first integral, which is positive. It does not fix the second: if $P$ changed sign with radius, the two could differ even in sign. The direction of the plain dipole has to be calculated.

For an electron bound by a spring $k$, the pull is $kz_1$ instead of $z_1/r_1^3$. The force balance then gives $k\langle z_1\rangle=6C_6/R^7$. Since the polarizability is $\alpha=1/k$,

$$M=6\alpha C_6\qquad\text{(harmonic atom)}.$$

For two hydrogen atoms the calculation gives $C_6=6.499$ and $M=394.5$. The force coefficient obtained from the distorted density is 38.994, equal to $6C_6$ from the polarizabilities at imaginary frequency. The harmonic formula would give $M=6(4.5)(6.499)=175.5$, too small by a factor of 2.25. Hydrogen's restoring force is not proportional to displacement, so a known mean force does not by itself determine the mean position. In a weak uniform field the shift divided by the pull on the nucleus is still $\alpha=4.5$. The dispersion pull $-3W_3/R^4$ depends on where the electron is, and for it the ratio is $394.5/38.99=10.1$.

In hydrogen $P(r)$ is nowhere negative on the radial grid, which extends to 30 $a_0$. The shells shift towards the partner. Half of the force arises inside about 1.3 $a_0$, and half of the dipole inside about 3.4 $a_0$. The electric dipole vector, drawn from negative to positive charge, points away from the partner.

An unlike pair separates force from dipole. For hydrogen beside a harmonic atom of frequency 0.40 $E_h/\hbar$, both force coefficients have the size 52.30, as action and reaction require. The shifts have $M=533$ for hydrogen and 327 for the harmonic atom. Their difference, taken before rounding, leaves the pair with a net dipole of about $207/R^7$, pointing from the harmonic atom to hydrogen.

## How large: a stretched H4 chain

Take four hydrogen atoms clamped in a line, 20 $a_0$ (1.06 nm) apart. At order $R^{-7}$ their shifts add in pairs. A cross term between two different partners would contain the mean dipole of an undisturbed atom, which is zero. Diagonalization for three atoms in a small basis agrees: the end atom's shift is 1.00781 times the pair value, as $1+2^{-7}$ requires.

For an end atom of the four-atom chain the factor is $1+2^{-7}+3^{-7}=1.0083$. With $20^7=1.28\times10^9$,

$$F=\frac{38.99\times1.0083}{1.28\times10^9}=3.1\times10^{-8}\ E_h/a_0,$$

$$\langle z\rangle=\frac{394.5\times1.0083}{1.28\times10^9}=3.1\times10^{-7}\ a_0.$$

These correspond to $2.5\times10^{-15}$ N and $7.9\times10^{-7}$ D. For an inner atom the two nearest neighbours cancel. The factor is $2^{-7}=0.0078$, and the leading force falls to $2.4\times10^{-10}\ E_h/a_0$.

The neglected effects can be set against the leading force or energy of one neighbouring pair:

- The $C_8$ term adds 6.4% to the force, and the $C_{10}$ term a further 0.5%.
- The magnetic force between two electron spins depends on their state. Its energy is proportional to $\sigma_1\cdot\sigma_2-3\sigma_{1z}\sigma_{2z}$, with Pauli matrices $\sigma$. This is $-2$ for two spins aligned along the chain, an attraction of 1.6%. It is $+4$ for the triplet state with zero spin projection on the chain, a repulsion of 3.3%, which is the largest value for the electron spins alone. In real hydrogen the hyperfine coupling to the protons, $2.2\times10^{-7}\ E_h$, is much larger than this energy, which is at most $6.7\times10^{-9}\ E_h$. The stationary states of the pair then range from the 1.6% attraction to a repulsion of 2.3%, and in the lowest state the spin force is only 0.04%. The output line labelled "largest" gives the aligned case.
- B's direct field on the nucleus is 0.3% of the leading force, but it does not change the total at its own order. The mean of $W_9$ vanishes for spherical atoms. The other routes to an $R^{-9}$ energy are $W_3$ with $W_6$, $W_4$ with $W_5$, and $W_3$ three times, and parity forbids them all. The total force therefore has no $R^{-10}$ term: the pull of A's own cloud changes by the opposite amount.
- Retardation weakens the attractive energy by 0.14%.
- The three-body energy of three successive atoms is 0.01% of the pair energy.
- Overlap, estimated as its square times 1 $E_h$, is about $10^{-6}$ of the pair energy.

The end-atom force is therefore good to about 10%. The end-atom dipole given above is also a leading-order value: higher multipoles raise it by about 9%, to $8.6\times10^{-7}$ D. The inner-atom value is only the leading dispersion part: the spin force on it depends on the spin state. For four aligned spins the nearest neighbours cancel here too and 0.10% remains, below the 0.78% of dispersion left after cancellation. Without hyperfine coupling, other spin states of the chain give up to about 3%.

Real hydrogen atoms would not stay in this arrangement. The pair energy is $1.1\times10^{-4}$ of $kT$ at 300 K, so the clamping is essential. Molecules differ further from this model. They are generally not spherical, and in condensed phases they approach to roughly 0.3 to 0.5 nm, where overlap matters and the multipole series cannot be trusted. Even for hydrogen, halving the spacing to 10 $a_0$ multiplies the relative $C_8$ correction by four, to about 26%, and the $C_{10}$ term then adds another 8%. The chain's numbers should not be transferred to such contacts.

## What to do about it

If dispersion is added only to the energy, take nuclear forces from the gradient of the complete energy. An electrostatic force from the uncorrected density omits the added attraction.

If forces are to come from the density, the density must contain the correlated odd distortion, and it must be accurate near the nucleus. In this chain, an error of $3\times10^{-8}\ E_h/a_0$ in the electrostatic force is as large as the whole effect on an end atom. The equality with the energy gradient was derived here for an eigenstate; an approximate wavefunction needs its own check.

If a dipole is wanted, calculate it as a separate property. Dividing the force by a static spring constant is justified for the harmonic atom, but for the hydrogen pair it loses more than half of the shift. The numerical output below gives the coefficients from which the leading dispersion part can be evaluated at other wide spacings. The spin force falls only as $R^{-4}$, so its share grows as $R^3$: for aligned spins it rises from 1.6% at 20 $a_0$ to about the size of the dispersion force near 80 $a_0$.

## Table of computed values

```
HYDROGEN PAIR (atomic units)
static polarizability alpha        4.50000 a0^3
C6 from polarizabilities           6.49903 Eh a0^6
C8                                 124.399 Eh a0^8
6*C6                               38.99416 Eh a0^6
R^7 * force from own cloud         38.99416 Eh a0^6
R^7 * partner's pull on electron   38.99416 Eh a0^6
M = R^7 * electron shift           394.511 a0^8
M in smaller basis (14 radial)     394.511 a0^8
6*alpha*C6 (static estimate of M)  175.474 a0^8
M / (6*alpha*C6)                   2.2483
q6 = R^6 * induced quadrupole      52.300 a0^8
ODD DENSITY BY SHELL
lowest / highest profile value     1.8e-18
force from shells shifted away     -0.0e+00 of total
half of force arises inside r =    1.31 a0
half of dipole arises inside r =   3.39 a0
CHECKS ON OTHER SYSTEMS
M direct, 3-radial basis           394.252 a0^8
M response, 3-radial basis         394.244 a0^8
3-atom row: end shift / pair shift 1.00781
harmonic atom frequency            0.40 Eh/hbar
harmonic pair: M/(6*alpha*C6)      1.000000
H + harmonic: 6*C6                 52.2981 Eh a0^6
  R^7 force on H nucleus           52.2981 Eh a0^6
  R^7 force on harmonic centre     52.2981 Eh a0^6
  M of H                           533.47 a0^8
  M of harmonic atom               326.86 a0^8
H4 CHAIN, CLAMPED
spacing                            20.0 a0 = 1.0584 nm
end atom: lattice factor         1.008270
end atom: electron shift         3.1076e-07 a0
end atom: dipole size            7.8987e-07 D
end atom: force on nucleus       3.0716e-08 Eh/a0 = 2.5306e-15 N
inner atom: lattice factor         0.007812
inner atom: electron shift         2.4079e-09 a0
inner atom: dipole size            6.1203e-09 D
inner atom: force on nucleus       2.3800e-10 Eh/a0 = 1.9608e-17 N
LEFT OUT, FOR ONE PAIR AT THIS SPACING
C8 force / C6 force                0.0638
largest spin-spin force / C6 force 0.0164
retardation: loss of energy        1.36e-03 of C6 term
three-body energy / pair energy    1.0e-04
overlap^2 * 1 Eh / pair energy     1.0e-06
partner's direct field / C6 force  3.03e-03
pair energy / kT at 300 K          1.07e-04
```
